# Dislocation density at which pipe diffusion equals lattice diffusion

## Result

A crystal has lattice diffusivity $D_L$ and contains dislocations whose cores, of cross-sectional area $A$, have the larger diffusivity $D_p$. Let $r=D_p/D_L\gg1$, and let $\rho$ be the dislocation line length per unit volume. For lines parallel to the diffusion direction, pipes and lattice contribute equally to the effective diffusivity at

$$\rho^*=\frac{1}{A(1+r)}=\frac{1}{Ar}\left(1-\frac1r+\dots\right).$$

For isotropically oriented lines the leading estimate is three times larger, $\rho^*_{\rm iso}\simeq 3/(Ar)$.

With $A=1.0\times10^{-18}\ \mathrm{m^2}$ and $r=10^5$, these densities are $1.0\times10^{13}$ and $3.0\times10^{13}\ \mathrm{m^{-2}}$.

The comparison presupposes that one effective diffusivity describes the penetration profile. This is Harrison's type A regime, reached when atoms have exchanged many times between cores and lattice. For evenly spaced parallel lines at $\rho^*$, the first departure from a Gaussian profile is an excess kurtosis

$$\gamma\simeq\frac{3R^2}{4D_Lt}\left(\ln\frac Ra-\frac34\right),\qquad a=\sqrt{A/\pi},\quad R=\frac1{\sqrt{\pi\rho}} .$$

There are thus two asymptotic parameters: $1/r$ controls the density estimate, and $R^2/(D_Lt)$, multiplied by a logarithm, controls whether the estimate applies to a profile.

## Leading order: adding the two fluxes

Consider tracer self-diffusion with constant $D_L$ and $D_p$, static lines and no grain boundaries. Assume no segregation: in equilibrium the tracer concentration $c$ is the same in core and lattice.

Take the lines parallel to $z$. A plane normal to them is cut $\rho$ times per unit area, so the cores occupy the fraction

$$f=\rho A .$$

After lateral equilibration, $c$ depends at leading order on $z$ alone, and core and lattice share the gradient $\partial c/\partial z$. The mean flux is the area-weighted sum

$$J=-\left[(1-f)D_L+fD_p\right]\frac{\partial c}{\partial z}\equiv-\bar D\,\frac{\partial c}{\partial z}.$$

The first term is the lattice share and the second the pipe share. Setting them equal,

$$fD_p=(1-f)D_L\;\Rightarrow\; f(r+1)=1\;\Rightarrow\; f^*=\frac1{1+r},$$

and division by $A$ gives $\rho^*$. At this density $\bar D=2(1-f^*)D_L$, almost twice the lattice value.

The expansion in $1/r$ follows from $1/(1+r)=r^{-1}(1+r^{-1})^{-1}$. Its first correction accounts for the volume that the cores take from the lattice. Relative to the leading term it is $-10^{-5}$ for $r=10^5$ and $-10^{-3}$ for $r=10^3$, so the simple estimate $1/(Ar)$ suffices whenever $A$ and $r$ are known only roughly.

## Isotropically oriented lines

Let a mean gradient $G$ act along $z$, and let a straight line make the angle $\theta$ with it. The lines are assumed dilute, so that each responds to the mean gradient, and straight over many line spacings.

The component $G\cos\theta$ along the line is the same inside and outside the core, because $c$ is continuous at the core surface. Projected back on $z$, it contributes $G\cos^2\theta$.

The transverse component $G_\perp=G\sin\theta$ is altered by the core. With $x_\perp$ the coordinate along $G_\perp$ and $x$ the distance from the line, the solution is $c=Ex_\perp$ inside and $c=G_\perp x_\perp+b\,x_\perp/x^2$ outside. Continuity of concentration and of normal flux at $x=a$ gives

$$E=G_\perp+\frac b{a^2},\qquad rE=G_\perp-\frac b{a^2}.$$

Adding these, $E=2G_\perp/(1+r)$: a fast core nearly levels out the transverse gradient. The mean core gradient along $z$ is therefore

$$g_c=G\left[\langle\cos^2\theta\rangle+\frac{2}{1+r}\langle\sin^2\theta\rangle\right].$$

For isotropic directions,

$$\langle\cos^2\theta\rangle=\frac12\int_0^\pi\cos^2\theta\,\sin\theta\,d\theta=\frac13,\qquad \langle\sin^2\theta\rangle=\frac23 .$$

The volume average of the gradient is $G$, and the cores fill the volume fraction $f=\rho A$. The lattice part of this average is hence $G-fg_c$, and the mean flux is $-[D_L(G-fg_c)+D_pfg_c]$. Consequently

$$\frac{D_{\rm eff}}{D_L}=1+f(r-1)\left[\frac13+\frac{4}{3(1+r)}\right]\simeq1+\frac{fr}{3}+f .$$

The pipe term $fr/3$ equals the lattice term $1$ at $f\simeq3/r$, which gives $\rho^*_{\rm iso}\simeq3/(Ar)$.

A convenient closed form compares $fD_p/3$ with $(1-f)D_L$ and gives $1/[A(1+r/3)]$. It omits the transverse response, which is of the same order as the $1$ beside $r/3$. Only the leading term $3/(Ar)$ is therefore controlled here.

The factor one third was tested by solving steady diffusion in a cube with three crossing pipes, $f=\rho A=0.0068$ (filled fraction $0.0066$, since the pipes overlap at the node) and $r=438$. The solution gave $D_{\rm eff}/D_L=1.997$, while the rule $(1-f)+fr/3$ gives $1.986$. The two agree within $1\%$, which supports the factor one third. The grid has only one cell across each core, so the test does not resolve the transverse term, which is itself of order $f$.

## First correction in time: the departure from a Gaussian

Return to parallel lines, now evenly spaced. Give each line a circular cell of radius $R$ with $\pi R^2\rho=1$ and no flux through the rim. Then $f=a^2/R^2$, and at equality $R^2=a^2(1+r)$.

Deposit a thin tracer layer at $z=0$, uniform over the cross-section. An impermeable surface there merely folds the profile over and leaves even moments unchanged.

### From the atom's path to the kurtosis

An atom wanders laterally between core and lattice. Since $D$ does not depend on $z$, its axial displacement for a given lateral path is Gaussian with variance $2S$, where

$$S=\int_0^tD\,dt'=D_Lt+(D_p-D_L)\tau$$

and $\tau$ is the time spent in the core. Averaging over paths,

$$\langle z^2\rangle=2\langle S\rangle,\qquad \langle z^4\rangle=3\langle(2S)^2\rangle=12\langle S^2\rangle,$$

$$\gamma\equiv\frac{\langle z^4\rangle}{\langle z^2\rangle^2}-3=\frac{3\,\mathrm{Var}\,S}{\langle S\rangle^2}=\frac{3(D_p-D_L)^2\,\mathrm{Var}\,\tau}{\langle S\rangle^2}.$$

The uniform lateral distribution is stationary, so $\langle\tau\rangle=ft$ and $\langle z^2\rangle=2\bar Dt$ at every time. For this start the mean square displacement cannot reveal whether the type A regime has been reached; the kurtosis can.

### The variance of the core time

Let $\chi$ be 1 in the core and 0 outside, $\delta=\chi-f$, and let $\langle\cdot\rangle$ now also denote the cell average. Lateral motion is generated by $\mathcal L=\nabla\cdot D\nabla$. With the correlation function $C(s)=\langle\delta\,e^{\mathcal Ls}\delta\rangle$,

$$\mathrm{Var}\,\tau=2\int_0^t(t-s)C(s)\,ds .$$

With no-flux boundaries $\mathcal L$ is self-adjoint, so $C(s)=\langle(e^{\mathcal Ls/2}\delta)^2\rangle\ge0$. Replacing $t-s$ by $t$ and extending the integral to infinity can then only increase the result:

$$\mathrm{Var}\,\tau\le2Kt,\qquad K=\int_0^\infty C(s)\,ds=\langle\delta g\rangle,\qquad \mathcal Lg=-\delta .$$

At long times $\mathrm{Var}\,\tau/t\to2K$, because $C$ decays.

In the radial coordinate $x$ the equation for $g$ is $(xDg')'=-x(\chi-f)$. Integrating from the axis, where the flux vanishes, gives in the core

$$xD_pg'=-\frac{(1-f)x^2}{2}.$$

In the lattice $xD_Lg'=fx^2/2+B$. Continuity of flux at $x=a$ requires $B=-a^2/2=-fR^2/2$, so

$$g'=\frac{f(x^2-R^2)}{2D_Lx},$$

which vanishes at $x=R$, as it must.

Integration by parts turns $K=-\langle g\,\mathcal Lg\rangle$ into $\langle D\,g'^2\rangle$. The lattice part is

$$K_L=\frac2{R^2}\,\frac{f^2}{4D_L}\int_a^R\left(x^3-2R^2x+\frac{R^4}{x}\right)dx$$

$$=\frac{f^2}{2R^2D_L}\left[\frac{R^4-a^4}{4}-R^2(R^2-a^2)+R^4\ln\frac Ra\right]$$

$$=\frac{f^2R^2}{2D_L}\left[\ln\frac Ra-\frac34+f-\frac{f^2}{4}\right].$$

The core part is

$$K_p=\frac2{R^2}\,\frac{(1-f)^2}{4D_p}\int_0^ax^3dx=\frac{f^2R^2(1-f)^2}{8rD_L}.$$

With $\Lambda=\ln(R/a)-3/4$, the ratio $K_p/K_L$ is about $1/(4r\Lambda)$. For $r\gg1$ and $f\ll1$ we keep

$$K\simeq\frac{f^2R^2\Lambda}{2D_L}.$$

The logarithm expresses the difficulty of finding a thin core by two-dimensional diffusion through the lattice.

### The correction for any pipe share

Let $p=fD_p/\bar D$ be the pipe share of the effective diffusivity. Since $D_p-D_L\simeq D_p$ and $\langle S\rangle=\bar Dt$,

$$\gamma\simeq\frac{3D_p^2}{\bar D^2t^2}\,2Kt=3p^2\,\frac{R^2\Lambda}{D_Lt}.$$

At equality $p=1/2$, which gives the formula stated at the start. When pipes dominate, $p\to1$ and the coefficient of $R^2\Lambda/(D_Lt)$ is four times larger. When they contribute little, the coefficient falls as $p^2$, but the law still holds only at long times: without exchange $\mathrm{Var}\,\tau=f(1-f)t^2$, and $\gamma\simeq3p^2/f$ can be large even for small $p$.

Requiring $\gamma\le\varepsilon$ at equality gives the anneal time

$$t_A=\frac{3R^2\Lambda}{4\varepsilon D_L}.$$

Because the long-time law bounds $\gamma$ from above, up to the small terms dropped in $f$ and $1/r$, waiting for $t_A$ is sufficient when the lines form a nearly equiaxed array. The circular cell stands in well for a hexagonal or square array, where $\Lambda$ changes by about $0.01$ or less, but not for an elongated one: a rectangular array of aspect ratio $1{:}4$ raises $\Lambda$ by about $0.9$. Randomly placed lines need longer. Their local density fluctuates over all distances, so atoms in line-rich and line-poor regions spend different times in cores until they have diffused far beyond one cell. This adds to $\mathrm{Var}\,\tau$ a term growing as $t\ln t$ and raises $\gamma$ above the law given here once $D_Lt/R^2$ exceeds a few tenths. For $r=10^5$ at equality, $\gamma$ is about $0.15$ at the $t_A$ set for $\varepsilon=0.1$, and reaching $0.1$ takes about $1.5\,t_A$.

### What the correction does to the profile

Let $\sigma^2=\langle z^2\rangle$ and $u=z/\sigma$. To fourth order the logarithm of the Fourier transform of the normalized profile is $-\sigma^2k^2/2+\gamma\sigma^4k^4/24$. Expanding the exponential to first order in $\gamma$ and using the correspondence of $k^4$ with $d^4/dz^4$,

$$c(z)\simeq c_G(z)\left[1+\frac{\gamma}{24}(u^4-6u^2+3)\right],$$

where $c_G$ is the Gaussian of variance $\sigma^2$. For $\gamma=0.1$ the correction relative to $c_G$ is $+1.25\%$ at the centre and $0.1\times30/24=+12.5\%$ at $u=3$. At $u=4$ it is $0.1\times163/24=+68\%$, so the Gaussian no longer describes the profile there. Higher cumulants change the last two values to about $+11.5\%$ and $+72\%$ in the cell model with $r=10^5$. A small kurtosis thus certifies the body of the profile, not its far tail.

## The opposite limit: too little exchange

If $\sqrt{D_Lt}\ll a$, the tracer drawn out of a core occupies a lattice shell much thinner than the core, so most atoms remain where they started. Then $\tau=t$ with probability $f$ and $\tau=0$ otherwise, so $\mathrm{Var}\,\tau=f(1-f)t^2$. At equality $f(D_p-D_L)=(1-2f)D_L$ and $\langle S\rangle=2(1-f)D_Lt$, hence

$$\gamma\simeq\frac{3(1-2f)^2}{4f(1-f)}\simeq\frac{3}{4f}.$$

For $f=10^{-5}$ this is $7.5\times10^4$. The value is formal: for a core radius near $0.5$ nm the condition $\sqrt{D_Lt}\ll a$ means less than one lattice jump, where a continuum description of the lattice no longer holds, and in the continuum model $\gamma$ has already fallen to about $2.9\times10^4$ at $\sqrt{D_Lt}=a$. The profile is a shallow lattice part with a faint, deep pipe tail. This is Harrison's type C limit; type B lies between it and type A. The two shares of $\langle z^2\rangle$ are still equal at $\rho^*$, but no single diffusivity fits the profile.

The starting position matters too. In a numerical solution with tracer placed only at radii beyond $R/2$, $\langle z^2\rangle/(2D_Lt)$ was $1.000$ up to $D_Lt/R^2=0.01$, since the cores had hardly been reached. The late slope of $\langle z^2\rangle/(2D_L)$ against $t$ was $2.000$, the value with equal shares.

## Worked estimate

Take the round model values $A=1.0\times10^{-18}\ \mathrm{m^2}$, $r=10^5$, $D_L=1.0\times10^{-17}\ \mathrm{m^2/s}$ and $\varepsilon=0.1$. For parallel lines

$$\rho^*\simeq\frac1{(1.0\times10^{-18}\ \mathrm{m^2})(10^5)}=1.0\times10^{13}\ \mathrm{m^{-2}}=1.0\times10^{9}\ \mathrm{cm^{-2}},$$

and for isotropic lines $3.0\times10^{13}\ \mathrm{m^{-2}}$.

The core radius is $a=5.64\times10^{-10}$ m and the cell radius $R=1.784\times10^{-7}$ m. Thus $R/a=316$ and $\Lambda=5.006$. The anneal time for evenly spaced parallel lines is

$$t_A=\frac{3(1.784\times10^{-7}\ \mathrm m)^2(5.006)}{4(0.1)(1.0\times10^{-17}\ \mathrm{m^2/s})}=1.2\times10^5\ \mathrm s,$$

or about 33 hours. The root-mean-square depth is then

$$\sigma=\sqrt{2(2.0)(1.0\times10^{-17}\ \mathrm{m^2/s})(1.195\times10^5\ \mathrm s)}=2.2\times10^{-6}\ \mathrm m,$$

about 12 cell radii. Direct integration of the moment equations gives $\gamma=0.100$ at this time, in agreement with the long-time law. At $D_Lt/R^2=0.01$ it gives 251, below the bound of 375.

The density estimate inherits the uncertainty of its inputs directly. The inputs are model values: in real metals the product $Ar$ at this $D_L$ can differ from $10^{-13}\ \mathrm{m^2}$ by one to two orders of magnitude. A tenfold error in $r$ shifts $\rho^*$ tenfold, and doubling the core radius lowers it fourfold, to $2.5\times10^{12}\ \mathrm{m^{-2}}$ for parallel lines. Orientation adds a factor of three: at $10^{13}\ \mathrm{m^{-2}}$, $D_{\rm eff}/D_L$ is 2.0 for parallel lines but 1.33 for isotropic ones.

The estimate does not carry over unchanged to a segregating solute, for which $f$ is no longer the fraction of time spent in cores. Nor does it cover lines that move or anneal out during diffusion, or short disconnected segments. The time $t_A$ was derived for evenly spaced parallel lines and sets only a scale for other arrangements, including randomly placed parallel lines. The remaining values, including $\rho^*$ for other ratios $r$, are in the numerical output below. Its isotropic entries use the closed form $1/[A(1+r/3)]$ and are reliable only up to relative corrections of order $1/r$.

## Calculated quantities

```
core area A = 1.00e-18 m^2
diffusivity ratio r = Dp/DL = 1.00e+05
lattice diffusivity DL = 1.00e-17 m^2/s
core radius a = 5.642e-10 m
equal-share density, parallel lines = 9.9999e+12 m^-2
simple estimate 1/(A r) = 1.0000e+13 m^-2
equal-share density, isotropic lines = 2.9999e+13 m^-2
same in cm^-2: parallel 1.000e+09, isotropic 3.000e+09
core fraction f at equality, parallel = 1.000e-05
cell radius R at equality, parallel = 1.784e-07 m
R/a = 316.2
ln(R/a) - 3/4 = 5.006
D_eff/DL at equality, parallel = 1.99998
allowed excess kurtosis = 0.10
minimum anneal time = 1.195e+05 s = 33.2 h
rms depth at that time = 2.187e-06 m = 12.3 R
Uniform start: DL t/R^2, excess kurtosis computed, long-time law
     0.010    251.4063    375.4851
     1.000      3.7019      3.7549
    37.549      0.1000      0.1000
Start at radius > R/2 only, parallel lines:
  mean <z^2>/(2 DL t) up to DL t/R^2 = 0.01: 1.0003
  late slope of <z^2>/(2 DL t): 1.99998
Cubic network test:
  cells per edge = 21, core fraction = 0.00680, r = 438.0
  D_eff/DL computed = 1.9973, one-third rule = 1.9864
density (m^-2), D_eff/DL parallel, D_eff/DL isotropic
  1e+11      1.010      1.003
  1e+12      1.100      1.033
  1e+13      2.000      1.333
  1e+14     11.000      4.333
  1e+15    100.999     34.332
r, equal-share density parallel, isotropic (m^-2)
  1e+03  9.990e+14  2.991e+15
  1e+04  9.999e+13  2.999e+14
  1e+05  1.000e+13  3.000e+13
  1e+06  1.000e+12  3.000e+12
  1e+07  1.000e+11  3.000e+11
core radius doubled, r = 1e+05: parallel 2.500e+12 m^-2, isotropic 7.500e+12 m^-2
```
